Void Radius Around a Particle Trapped Between Bonded Wafers

**1. The question and the model**

Take two silicon wafers, each 775 µm thick, bonded face to face with a hard flake 5 µm high between them. In the plate model below, the flake holds the wafers apart over a disc 7.4 mm in radius, nearly 1500 times its own height. Two energies compete. Shrinking the unbonded disc gains adhesion energy, but at fixed flake height a smaller disc bends the wafers more sharply.

Let h be the particle height, t the thickness of each wafer, E Young's modulus and ν Poisson's ratio. The flexural rigidity of a wafer is

D = Mt³/12, M = E/(1 − ν²). (1)

The adhesion energy W is the work needed to part unit area of the bonded interface. It counts both faces: if each has surface energy γ, then W = 2γ.

The wafers are first taken as identical, isotropic plates, and the particle as rigid and small in footprint. The unbonded disc has radius R, with R ≫ t and deflections much smaller than t. The bonded region holds each plate flat, so the plate is clamped at R. Gas pressure is equal inside and outside the void, and the void lies far from the wafer edge. The bond front is free to move until the energy is least. Several of these conditions are relaxed later.

**2. Shape and energy of one clamped plate**

By symmetry each wafer is lifted by w₀ = h/2 at the centre. Let w(r) be its deflection away from the bond plane; a prime means d/dr. The radial and hoop curvatures are w″ and w′/r, and the bending energy is

U₁ = (D/2) ∫ [(w″ + w′/r)² − 2(1 − ν)w″w′/r] 2πr dr. (2)

The second term contains w″w′ = ½(w′²)′. Its integral depends only on w′ at the two ends, and both slopes vanish: at the centre by symmetry, at R by clamping. With L = ∇²w = (1/r)(rw′)′, what remains is

U₁ = πD ∫₀ᴿ L² r dr. (3)

To find the shape of least energy, vary w by δw and integrate by parts twice:

δU₁ = 2πD ∫₀ᴿ L (rδw′)′ dr
= 2πD [rLδw′ − rL′δw]₀ᴿ + 2πD ∫₀ᴿ (rL′)′ δw dr. (4)

At fixed R and w₀ the boundary terms vanish, so (rL′)′ = 0. Put ρ = r/R. Two integrations give R²L = α ln ρ + β, that is,

(1/ρ) d/dρ(ρ dw/dρ) = α ln ρ + β. (5)

Multiply by ρ and integrate. The integration constant must vanish, since it would give an infinite slope at the centre. Hence

dw/dρ = (α/2)ρ ln ρ + (β/2 − α/4)ρ. (6)

Zero slope at ρ = 1 requires β = α/2, which leaves the first term. Integrating it with w(1) = 0 gives w = (α/8)(1 − ρ² + 2ρ² ln ρ). The central value is α/8 = w₀, so

w = w₀(1 − ρ² + 2ρ² ln ρ), (7)
L = (4w₀/R²)(1 + 2 ln ρ). (8)

Put (8) into (3), with r dr = R²ρ dρ:

U₁ = πD(16w₀²/R²) ∫₀¹ (1 + 4 ln ρ + 4 ln²ρ) ρ dρ. (9)

The integrals of ρ, ρ ln ρ and ρ ln²ρ from 0 to 1 are 1/2, −1/4 and 1/4. The integral in (9) is therefore 1/2 − 1 + 1 = 1/2, and

U₁ = 8πDw₀²/R². (10)

The force that holds the centre up is the derivative of this energy with respect to the lift:

P = dU₁/dw₀ = 16πDw₀/R². (11)

**3. The equilibrium radius**

Two plates with w₀ = h/2 store U = 2U₁ = 4πDh²/R². Leaving the disc unbonded costs πR²W relative to a fully bonded interface. The energy to be minimized is

F(R) = 4πDh²/R² + πWR². (12)

Use x = R² as the variable:

dF/dx = −4πDh²/x² + πW, d²F/dx² = 8πDh²/x³ > 0. (13)

The second derivative is positive for every x > 0, so the stationary point is the minimum. Setting the first derivative to zero gives x² = 4Dh²/W, or

R = (4D/W)^(1/4) h^(1/2)
= [Et³/(3(1 − ν²)W)]^(1/4) h^(1/2). (14)

This is the required law: at fixed wafer properties, R grows as the square root of particle height and as the inverse fourth root of adhesion energy. At the minimum the two terms of (12) are equal.

For the example take E = 150 GPa, ν = 0.17 and W = 0.20 J/m². Then M = 154.5 GPa and D = 5.99 N m. The square of the radius is

R² = h√(4D/W) = (5.0 × 10⁻⁶ m)(10.947 m) = 5.47 × 10⁻⁵ m², (15)

so R = 7.40 mm. The void is wide because R is the geometric mean of a height in micrometres and a length of about 11 m set by wafer stiffness and adhesion. Bending and adhesion each contribute 34.4 µJ.

A separate minimization, using finite-element plates and the full energy (2), also gives 7.40 mm. Repeated for heights from 2 to 20 µm at fixed W, and for W from 0.05 to 0.80 J/m² at fixed h, it gives fitted powers of 0.5000 and −0.2500.

**4. Why these powers: the curvature at the bond front**

The same result follows from a local balance at the front, which will also handle gas pressure. Let a pressure p push each plate towards the bond plane. The potential energy of one plate is

Π = π ∫₀ᴿ (DL² + 2pw) r dr. (16)

Increase R by dR while holding w₀ fixed. The moving upper limit contributes πRDL(R)², since w(R) = 0. The plate shape also changes, by δw = (∂w/∂R)dR. Equilibrium removes the bulk part of that variation, leaving the edge terms of (4).

The clamping conditions hold at the moving edge. Differentiating w(R;R) = 0 gives ∂w/∂R = −w′ = 0 there. Differentiating w′(R;R) = 0 gives ∂w′/∂R = −w″ = −κ, where κ is the edge curvature. Since w′ = 0 at the edge, L(R) = κ. Therefore

dΠ/dR = πRDκ² − 2πRDκ² = −πRDκ². (17)

Dividing by the new area per unit advance, 2πR, shows that each plate releases Dκ²/2 per unit area. Two identical plates release Dκ², and the front is in balance when

Dκ² = W. (18)

For p = 0, differentiating (7) twice gives κ = 4w₀/R² = 2h/R². Equation (18) then becomes 4Dh²/R⁴ = W, in agreement with (14).

Adhesion and stiffness thus fix the edge curvature at √(W/D), whatever the particle height. In the example it is 0.18 m⁻¹, a radius of curvature of about 5.5 m. The lift produced by a given edge curvature grows as R², so R grows as h^(1/2). Since κ ∝ W^(1/2) and R ∝ κ^(−1/2) at fixed h, the power of W is −1/4.

Equation (18) assumes that opening and closing the bond involve the same energy. Suppose instead that closing gains W_c and reopening costs a larger W_o. The front then stays at rest for any W_c ≤ Dκ² ≤ W_o. A void left by a closing front has its radius set by W_c. Strengthening the bond outside it afterwards raises W_o, but that alone does not make the void shrink.

**5. Unlike wafers**

Let the rigidities be D₁ and D₂. The particle is at rest, so it pushes equally hard on both wafers. By (11), D₁w₁ = D₂w₂. Together with w₁ + w₂ = h this gives

w₁ = hD₂/(D₁ + D₂), P = 16πD_s h/R², D_s = D₁D₂/(D₁ + D₂). (19)

The stored energy is Ph/2 = 8πD_s h²/R². Replacing the first term of (12) by this and minimizing as before gives

R⁴ = 8D_s h²/W. (20)

For equal wafers D_s = D/2, and (14) returns. If one wafer is effectively rigid, D_s tends to the rigidity D of the flexible one. The radius is then 2^(1/4) ≈ 1.19 times that for two wafers of rigidity D, because one plate must supply the whole deflection.

If the second wafer has rigidity D/5, then D_s = D/6 and R falls from 7.40 to 5.62 mm. The stiffer wafer takes one sixth of the height. The powers of h and W are unchanged.

**6. The force on the particle and the failure at small height**

Insert w₀ = h/2 and R² = 2h√(D/W) into (11):

P = 8πDh/[2h√(D/W)] = 4π√(DW). (21)

The height cancels: for ideally clamped thin plates at equal gas pressure, a taller particle makes a wider void but carries the same force. Here P = 13.8 N. The rim and shear effects of section 7 lower this somewhat and restore a weak dependence on height (in full elasticity, about 12.6 N at 2 µm and 13.5 N at 20 µm), while sealing the void in vacuum (section 8) raises it to about 21 N for the 5 µm flake. Over a footprint of radius a = 100 µm the mean pressure is 0.44 GPa. At a rough hardness of 10 GPa, the force needs a contact at least 21 µm in radius. A compact grain 1 µm across cannot carry it, and would be crushed or pressed into the wafer. For this reason h must mean the height that survives loading.

Even a hard flake indents the wafers elastically. Let each face yield locally by cP, with c constant. The total compliance per side is

C = R²/(16πD) + c, h/2 = CP. (22)

Each side stores (h/2)²/(2C), so the pair stores h²/(4C). Minimizing h²/(4C) + πWx over x = R² gives

h²/(4C²) × 1/(16πD) = πW. (23)

Since h/(2C) = P, this says P² = 16π²DW. The force is still (21). Solving (22) for R² then gives

R² = 16πD[h/(2P) − c] = (8πD/P)(h − 2cP)
= √(4D/W)(h − 2cP). (24)

Local yielding therefore subtracts a fixed length from the particle height.

To find c, treat the wafer near the flake as a half-space, which needs a ≪ t. A normal point force Q lowers the surface at distance s by Q/(πMs), a standard result of elasticity. Try the pressure

q(r) = P/[2πa√(a² − r²)], (25)

whose integral over the disc is P. At any point under the flake, use polar coordinates centred on that point. The area element s ds dφ cancels the 1/s, leaving integrals of q along chords. On a chord of half-length b, with y measured from its midpoint, a² − r² = b² − y², and the integral of 1/√(b² − y²) from −b to b is π for every chord. Letting φ run over π covers all chords once, so the indentation is

(1/πM) × P/(2πa) × π × π = P/(2aM). (26)

It is the same everywhere under the flake, as a flat rigid face requires. Thus c = 1/(2aM).

In the example each face is indented by 0.445 µm. The two faces absorb 0.89 µm of the 5 µm height, and (24) gives R = 6.71 mm, which is 9.3% below the ideal value.

Equation (24) also changes the apparent power law. At fixed footprint,

d ln R/d ln h = ½ h/(h − 2cP). (27)

This exceeds 1/2 and approaches it for tall particles. At 5 µm it is about 0.61. Formally the void vanishes at h = 2cP, but the condition R ≫ t fails before that point.

**7. The compliant rim and transverse shear**

The bonded material just outside R stretches a little, so the clamp is not perfect. Treat it as springs of stiffness k per unit area. Near the front, with distance y measured outward and the front taken as straight, Dw⁗ + kw = 0. The decaying solution is

w = e^(−λy)(A cos λy + B sin λy), λ⁴ = k/(4D). (28)

At leading order in t/R the rim is loaded by the bending moment alone, so w″(0) = κ and w‴(0) = 0. From (28), w″(0) = −2λ²B and w‴(0) = 2λ³(A + B). Hence A = −B = κ/(2λ²), and

w(0) = κ/(2λ²), w′(0) = λ(B − A) = −κ/λ. (29)

A perfect clamp placed a distance ℓ farther out would give w = κ(ℓ − y)²/2 near the front, with w(0) = κℓ²/2 and w′(0) = −κℓ. Both values agree with (29) if ℓ = 1/λ.

For k, count the half-thickness of wafer between its midplane and the interface: k = E/(t/2) = 2E/t. Then

ℓ = (4D/k)^(1/4) = t/[6(1 − ν²)]^(1/4) = 0.644t = 499 µm. (30)

A finite-element plate on the same springs gives a shift of 501 µm at R = 7.40 mm. This tests the algebra of the spring model, not the choice of k, which remains an estimate.

The stored energy is now 4πDh²/(R + ℓ)². Balancing its decrease against the adhesion cost 2πRW per unit advance gives

R(R + ℓ)³ = 4Dh²/W = R₀⁴, (31)

where R₀ is the ideal radius (14). To first order in ℓ, the left side is R⁴(1 + 3ℓ/R), so R ≈ R₀ − 3ℓ/4 = 7.02 mm. Minimizing the finite-element energy gives the same value to this accuracy, 5.1% below R₀.

Thin-plate theory also omits transverse shear. The shear force per unit length at radius r is P/(2πr). With shear modulus G = E/[2(1 + ν)] and the usual shear factor 5/6, integrating the shear slope gives an added deflection

w_s ≈ P ln(R/t)/[2π(5/6)Gt]. (32)

The inner limit t is a rough cutoff, since closer in the stress is three-dimensional and belongs to the indentation estimate. Including this compliance alone lowers R by 2.1%.

With indentation, rim compliance and shear together, at fixed W and footprint, the radii are:

h = 2 µm: ideal 4.68 mm, corrected 3.07 mm
h = 5 µm: ideal 7.40 mm, corrected 6.21 mm
h = 10 µm: ideal 10.46 mm, corrected 9.50 mm
h = 20 µm: ideal 14.80 mm, corrected 13.99 mm

The three compliances are estimated separately and their sum is somewhat too large, so the last digits are not to be trusted: full axisymmetric elasticity for the same wafers and footprint gives radii larger by about 0.19, 0.12, 0.08 and 0.06 mm in the four rows. The reduction relative to the ideal law falls from roughly 30% at 2 µm to about 5% at 20 µm. At 2 µm the corrected radius is only four wafer thicknesses, so that entry is the roughest.

**8. A void sealed in vacuum**

If the wafers are bonded in vacuum and then brought into air, the atmosphere presses them together. Suppose the void stays evacuated. Its volume, from (7), is

V = 2 × 2πR²w₀ ∫₀¹ (ρ − ρ³ + 2ρ³ ln ρ) dρ
= 4πR²w₀(1/2 − 1/4 − 1/8) = πR²h/4. (33)

To first order in p the change of plate shape can be ignored, because the original shape had least energy. The added energy is pV, so W in (14) becomes W + ph/4. Here ph/4 = 0.127 J/m², comparable with W, so the first-order result should be compared with a full calculation.

Under uniform pressure alone, a clamped plate deflects by −q₀(1 − ρ²)², with q₀ = pR⁴/(64D). This follows because ∇⁴ρ⁴ = 64/R⁴ while the lower powers give zero. To keep the centre at w₀, add the shape (7) with amplitude w₀ + q₀. The second ρ-derivatives of the two shapes at the edge are 8 for (1 − ρ²)² and 4 for (7), so

κ = [4(w₀ + q₀) − 8q₀]/R² = 4(w₀ − q₀)/R². (34)

The plates open inward from the front, so κ > 0 and (18) gives κ = √(W/D). Multiplying by R²/4 and rearranging,

pR⁴/(64D) + (R²/4)√(W/D) − h/2 = 0. (35)

The positive root for R² gives R = 6.61 mm at 101.3 kPa, 10.7% below the ideal value. Direct energy minimization with the same pressure agrees within 0.1%.

The first-order rule gives 6.54 mm. The difference follows from squaring (34):

Dκ² = 16Dw₀²/R⁴ − ph/4 + 16Dq₀²/R⁴. (36)

The last term, absent at first order, helps to open the bond and makes the void slightly larger. For large ph/W the square-root law is lost: if the first term of (35) dominates, R⁴ → 32Dh/p, so R ∝ h^(1/4) and adhesion drops out.

**9. Reading the result for silicon wafers**

The thickness is that of a full 300 mm wafer, and the elastic constants and W are rough typical values for room-temperature hydrophilic bonding. The flake is large by clean-room standards; it was chosen because it can plausibly carry the force (21). Adhesion depends strongly on surface preparation. Raising W from 0.05 to 0.80 J/m² at fixed h halves the ideal radius, from 10.5 to 5.2 mm. Silicon is also anisotropic: using the plate modulus along <100> or <110>, from rough cubic constants for a (001) wafer, changes R by −2.2% or +2.5%. These figures only bracket the effect: a circular void bends the plate in all in-plane directions, and with the same constants the net change is about +0.2%. Stretching of the midplane is negligible here. Its energy relative to bending is of order (w₀/t)², about 10⁻⁵.

For this flake, with equal gas pressure inside and out, the ideal 7.4 mm is better read as a little over 6 mm, roughly 15% lower; the rim and shear parts are only estimates. A soft or breakable particle may depart much further, because its surviving height may be well below its original height. Equation (14) is therefore a guide to the effects of wafer thickness, adhesion and surviving height only where the gas pressure is equal inside and outside the void, the void remains much wider than the wafer is thick, and indentation takes little of the height. The 5 µm flake does not fully meet the last condition: by (24), at fixed footprint, indentation alone lowers the power of thickness from 0.75 to about 0.59 and raises that of height from 0.50 to about 0.61. The remaining values are in the numerical output.

Calculated quantities

```
Young's modulus (rough)         150 GPa
Poisson ratio (rough)           0.17
wafer thickness                 775 um
adhesion energy W (rough)       0.20 J/m2
particle height                 5.0 um
footprint radius                100 um
plate modulus E/(1-nu^2)        154.5 GPa
flexural rigidity D             5.992 N m
void radius, ideal law          7.398 mm
void radius, minimized energy   7.398 mm
fitted power of height          0.5000
fitted power of adhesion        -0.2500
bending energy, both wafers     34.39 uJ
adhesion energy of void area    34.39 uJ
force on particle               13.76 N
mean contact pressure           0.438 GPa
hardness taken (rough)          10 GPa
contact radius at hardness      20.9 um
radius / thickness              9.55
deflection / thickness          0.00323
footprint / void radius         0.0135
h =  2.0 um: ideal 4.68 mm, corrected 3.07 mm
h =  5.0 um: ideal 7.40 mm, corrected 6.21 mm
h = 10.0 um: ideal 10.46 mm, corrected 9.50 mm
h = 20.0 um: ideal 14.80 mm, corrected 13.99 mm
W = 0.05 J/m2: ideal radius 10.46 mm
W = 0.20 J/m2: ideal radius 7.40 mm
W = 0.80 J/m2: ideal radius 5.23 mm
second wafer rigidity D/5: R    5.621 mm
stiff wafer share of height     0.1667
indentation per face            0.445 um
height lost to indentation      0.891 um
R with indentation              6.707 mm
  change                        -9.3 %
R with transverse shear         7.242 mm
  change                        -2.1 %
rim length, spring model        499 um
rim length / thickness          0.644
clamp shift, finite elements    501 um
R with compliant rim            7.025 mm
  change                        -5.1 %
R with these three together     6.215 mm
  change                        -16.0 %
atmospheric pressure            101.3 kPa
pressure work p h / 4           0.1267 J/m2
R, vacuum-sealed, full          6.610 mm
  change                        -10.7 %
R, vacuum-sealed, first order   6.544 mm
plate modulus along <100>       141.3 GPa
plate modulus along <110>       170.3 GPa
R change with <100> modulus     -2.2 %
R change with <110> modulus     2.5 %
```
